\section*{Surface Depletion in Constant-Current Plating Through a Finite Diffusion Layer}

\section*{The problem}

A flat cathode at $x=0$ is plated from a stirred solution. Next to it lies a stagnant layer of thickness $\delta$, which metal ions cross by diffusion with constant diffusivity $D$. At $x=\delta$ stirring holds their concentration at the bulk value $c_b$. Each ion takes up $n$ electrons when it is deposited. The solution is uniform until $t=0$, when a constant current is switched on.

Let $j>0$ be the magnitude of the current density that reduces metal ions. It equals the total current density only if no other reaction takes place. Migration in the electric field and the motion of the growing surface are neglected at first; part (g) estimates what they change. $F$ is the Faraday constant, and concentrations are in $\mathrm{mol/m^3}$ in all formulas.

The question is how long the surface can supply this current before its ion concentration falls to zero.

\section*{(a) Equations and natural scales}

\textit{Write the diffusion problem with its signs, and reduce it to a form without parameters.}

\medskip
\noindent\textbf{Solution.} Conservation of ions in the layer and the two fixed conditions give
\begin{equation}
c_t=D\,c_{xx},\qquad c(\delta,t)=c_b,\qquad c(x,0)=c_b .
\end{equation}
The diffusive flux in the $+x$ direction is $-Dc_x$. Ions must arrive at the cathode, in the $-x$ direction, at the rate $j/(nF)$ per unit area. Hence
\begin{equation}
D\,c_x(0,t)=\frac{j}{nF}.
\end{equation}
The slope is positive: the concentration rises away from the cathode.

In a steady state $c_{xx}=0$, so the profile is straight and its slope is $[c_b-c(0)]/\delta$. A concentration cannot be negative, so the largest steady current belongs to $c(0)=0$. This is the limiting current density
\begin{equation}
j_L=\frac{nFDc_b}{\delta}.
\end{equation}
Define
\begin{equation}
X=\frac{x}{\delta},\qquad \Theta=\frac{Dt}{\delta^2},\qquad r=\frac{j}{j_L},\qquad c=c_b\,(1-r\,u).
\end{equation}
Since $c_t=-c_b r\,(D/\delta^2)u_\Theta$ and $Dc_{xx}=-c_b r\,(D/\delta^2)u_{XX}$, the common factor cancels. At the cathode,
\begin{equation}
\frac{j}{nF}=Dc_x(0)=-\frac{Dc_b}{\delta}\,r\,u_X(0)=-\frac{j_L}{nF}\,r\,u_X(0),
\end{equation}
and $rj_L=j$ leaves $u_X(0)=-1$. The scaled problem is
\begin{equation}
u_\Theta=u_{XX},\quad u_X(0,\Theta)=-1,\quad u(1,\Theta)=0,\quad u(X,0)=0. \label{scaled}
\end{equation}
The current has disappeared from it. One function $u$ serves all currents, because the problem is linear until the surface is empty.

\section*{(b) The surface concentration}

\textit{Solve the scaled problem and find $f(\Theta)=u(0,\Theta)$.}

\medskip
\noindent\textbf{Solution.} The steady solution with slope $-1$ that vanishes at $X=1$ is $1-X$. Write $u=1-X-v$. The remainder obeys
\begin{equation}
v_\Theta=v_{XX},\quad v_X(0,\Theta)=0,\quad v(1,\Theta)=0,\quad v(X,0)=1-X .
\end{equation}
A product $\cos(\kappa X)\,e^{-\kappa^2\Theta}$ satisfies the equation and the condition at $X=0$. The condition at $X=1$ requires $\cos\kappa=0$, so $\kappa=k\pi/2$ with $k=1,3,5,\dots$ For two such values $\kappa\neq\kappa'$,
\begin{equation}
\int_0^1\cos\kappa X\cos\kappa'X\,dX=\frac{\sin(\kappa-\kappa')}{2(\kappa-\kappa')}+\frac{\sin(\kappa+\kappa')}{2(\kappa+\kappa')}=0,
\end{equation}
because $\kappa\pm\kappa'$ are multiples of $\pi$. For $\kappa=\kappa'$ the integral is $1/2$. The coefficient of each mode is therefore, by parts,
\begin{align}
a_k&=2\int_0^1(1-X)\cos\kappa X\,dX\nonumber\\
&=2\left[(1-X)\frac{\sin\kappa X}{\kappa}\right]_0^1+\frac{2}{\kappa}\int_0^1\sin\kappa X\,dX\nonumber\\
&=0+\frac{2}{\kappa^2}(1-\cos\kappa)=\frac{2}{\kappa^2}=\frac{8}{\pi^2k^2}.
\end{align}
These modes suffice. Continued evenly about $X=0$ and oddly about $X=1$, the function $1-X$ becomes a continuous triangular wave of period 4, whose Fourier series contains just these cosines and converges everywhere. At $X=0$,
\begin{equation}
f(\Theta)=1-\frac{8}{\pi^2}\sum_{k\ \mathrm{odd}}\frac{1}{k^2}\,e^{-k^2\pi^2\Theta/4}. \label{f}
\end{equation}
The surface concentration is $c(0,t)=c_b[1-r f(\Theta)]$.

\section*{(c) When does the surface empty?}

\textit{Show which currents lead to depletion at a finite time, and that the surface is the first place to be depleted.}

\medskip
\noindent\textbf{Solution.} At $\Theta=0$ the sum represents $v(0,0)=1$, so $f(0)=0$. For $\Theta>0$,
\begin{equation}
f'(\Theta)=2\sum_{k\ \mathrm{odd}}e^{-k^2\pi^2\Theta/4}>0 .
\end{equation}
Thus $f$ rises steadily from 0 towards 1, and stays below 1 because every term of the sum in \eqref{f} is positive. The surface is empty when
\begin{equation}
f(\Theta_\tau)=\frac1r=\frac{j_L}{j}. \label{cond}
\end{equation}
For $r>1$ there is one root, and the depletion time is $\tau=\delta^2\Theta_\tau/D$. For $r\le1$ there is none. Below the limiting current the surface settles at $c_b(1-r)>0$. At $r=1$ it decays at late times as $c_b(8/\pi^2)e^{-\pi^2\Theta/4}$ and is empty at no finite time.

To see that no inner point empties earlier, consider the slope $w=u_X$. It obeys the same diffusion equation, starts at 0 and is held at $-1$ at $X=0$. At $X=1$, $w_X=u_{XX}=u_\Theta=0$, since $u$ is fixed there. That is diffusion from a wall held at $-1$ towards an impermeable wall, so $w$ stays between $-1$ and $0$. Hence $u$ is largest, and $c$ smallest, at the cathode.

After $\tau$ the boundary condition cannot be kept, since it would require a negative concentration. If the source still forces the same current, the electrode potential shifts until another reaction carries the difference.

\section*{(d) Just above the limiting current}

\textit{Find how $\tau$ behaves as $j$ approaches $j_L$ from above, with the first correction.}

\medskip
\noindent\textbf{Solution.} Let
\begin{equation}
s=1-\frac1r=\frac{j-j_L}{j},\qquad q=e^{-\pi^2\Theta_\tau/4},\qquad z=\frac{\pi^2s}{8}.
\end{equation}
The $k$-th exponential in \eqref{f} is $q^{k^2}$, so condition \eqref{cond} becomes
\begin{equation}
z=q+\frac{q^9}{9}+\frac{q^{25}}{25}+\cdots \label{zq}
\end{equation}
As $j\to j_L$, both $z$ and $q$ go to zero. To lowest order $q=z$. Putting this into the second term gives
\begin{equation}
q=z-\frac{z^9}{9}+O(z^{17}),\qquad \ln q=\ln z-\frac{z^8}{9}+O(z^{16}).
\end{equation}
Since $\Theta_\tau=-(4/\pi^2)\ln q$ and $-\ln z=\ln[8/(\pi^2s)]$,
\begin{equation}
\boxed{\;\tau=\frac{4\delta^2}{\pi^2D}\left\{\ln\frac{8j}{\pi^2(j-j_L)}+\frac19\left(\frac{\pi^2(j-j_L)}{8j}\right)^{8}+\cdots\right\}\;} \label{main}
\end{equation}
The time diverges logarithmically. The reason is visible in part (b): the surface concentration relaxes exponentially towards $c_b(1-r)$, a value just below zero. The closer this value is to zero, the further out in the exponential tail the crossing lies. The prefactor $4\delta^2/(\pi^2D)$ is the decay time of the slowest mode.

All terms in \eqref{zq} are positive, so $q<z$. The logarithm alone is therefore a strict lower bound on $\tau$ for every $j>j_L$.

The formula also shows how sensitive the time is. With $\delta$, $D$ and $c_b$ fixed, the logarithmic term gives
\begin{equation}
\frac{d\tau}{d\ln j}\simeq\frac{4\delta^2}{\pi^2D}\left(1-\frac{j}{j-j_L}\right)=-\frac{4\delta^2}{\pi^2D}\,\frac{j_L}{j-j_L}. \label{sens}
\end{equation}
The divergence is weak, but a small relative error in $j$ or $j_L$ matters greatly once it is comparable with $(j-j_L)/j_L$.

The law was tested against a direct solution of \eqref{scaled} on 800 cells that makes no use of the cosine series. Between $s=10^{-3}$ and $s=10^{-5}$ the growth of $\Theta_\tau$ per unit of $\ln(1/s)$ was 0.405283, against $4/\pi^2=0.405285$.

\section*{(e) Far above the limiting current}

\textit{Find the opposite limit, and show that it too gives a lower bound.}

\medskip
\noindent\textbf{Solution.} At early times many modes contribute, and a Laplace transform is better suited. Let $U(X,p)=\int_0^\infty u\,e^{-p\Theta}d\Theta$. Then $U_{XX}=pU$, $U_X(0)=-1/p$ and $U(1)=0$, which give
\begin{equation}
U=\frac{\sinh[\sqrt p\,(1-X)]}{p^{3/2}\cosh\sqrt p},\qquad U(0,p)=\frac{\tanh\sqrt p}{p^{3/2}} .
\end{equation}
Because $f(0)=0$, the transform of $f'$ is $p\,U(0,p)$:
\begin{equation}
\frac{\tanh\sqrt p}{\sqrt p}=\frac{1}{\sqrt p}\,\frac{1-e^{-2\sqrt p}}{1+e^{-2\sqrt p}}=\frac1{\sqrt p}\left[1+2\sum_{m=1}^\infty(-1)^m e^{-2m\sqrt p}\right].
\end{equation}
Each term is the transform of $e^{-m^2/\Theta}/\sqrt{\pi\Theta}$. To verify this, put $\Theta=y^2$ and complete the square:
\begin{equation}
\int_0^\infty\!\frac{e^{-p\Theta-m^2/\Theta}}{\sqrt{\pi\Theta}}\,d\Theta=\frac{2e^{-2m\sqrt p}}{\sqrt\pi}\,I,\qquad I=\int_0^\infty\! e^{-(\sqrt p\,y-m/y)^2}dy .
\end{equation}
The substitution $y\to m/(\sqrt p\,y)$ turns $\sqrt p\,I$ into the same integral with weight $m/y^2$. Adding the two forms, with $w=\sqrt p\,y-m/y$, gives $2\sqrt p\,I=\int_{-\infty}^{\infty}e^{-w^2}dw=\sqrt\pi$. The right side is then $e^{-2m\sqrt p}/\sqrt p$, as required; for $m=0$ the integral is an ordinary Gaussian. Hence
\begin{equation}
f'(\Theta)=\frac{1}{\sqrt{\pi\Theta}}\left[1+2\sum_{m=1}^\infty(-1)^me^{-m^2/\Theta}\right]<\frac1{\sqrt{\pi\Theta}} .
\end{equation}
The inequality holds because the alternating sum begins with a negative term and its terms shrink. Integration from 0 gives $f(\Theta)<2\sqrt{\Theta/\pi}$. At depletion $f=1/r$, so $\Theta_\tau>\pi/(4r^2)$, or
\begin{equation}
\tau>\tau_S=\frac{\pi\delta^2}{4Dr^2}=\frac{\pi D\,(nFc_b)^2}{4j^2}.
\end{equation}
The last form follows from $\delta/r=\delta j_L/j=nFDc_b/j$. This is Sand's time. The layer thickness has dropped out: for $r\gg1$ the surface empties before the depleted zone reaches $x=\delta$, and the neglected terms carry the very small factor $e^{-1/\Theta_\tau}$.

There are thus two lower bounds, one sharp near $j_L$ and one sharp far above it. Over $1.001\le r\le10$ the larger of them falls short of the full solution by about 0.3\% at most.

\section*{(f) Numbers for iron plating}

\textit{Take a ferrous chloride bath ($n=2$) with $c_b=0.050$ mol/L, $D=7.0\times10^{-6}\ \mathrm{cm^2/s}$ and $\delta=50\ \mu\mathrm m$, at $j=1.2\,j_L$. Find $\tau$ and the thickness of bcc iron deposited by then.}

\medskip
\noindent\textbf{Solution.} The diffusivity and layer thickness are rough typical values. In SI units,
\begin{equation}
j_L=\frac{2(96485)(7.0\times10^{-10})(50)}{50\times10^{-6}}=135.1\ \mathrm{A/m^2}=13.51\ \mathrm{mA/cm^2},
\end{equation}
so $j=16.21\ \mathrm{mA/cm^2}$. The diffusion time is $\delta^2/D=3.571$ s and the prefactor in \eqref{main} is $1.447$ s. Therefore
\begin{equation}
\tau\simeq1.447\ \mathrm s\times\ln\frac{8\times1.2}{\pi^2\times0.2}=1.447\ \mathrm s\times1.582=2.29\ \mathrm s .
\end{equation}
The full series gives the same value. Sand's formula gives 1.95 s, which is 15\% too short: the depleted zone has reached the stirred boundary, and supply from there delays the end. The surface concentration is 49\% of the bulk value after 0.5 s, 29\% after 1 s and 4\% after 2 s.

The charge passed is $j\tau=37.1\ \mathrm{mC/cm^2}$. A bcc cell of edge $a=0.287$ nm holds two atoms, so the molar volume is $N_Aa^3/2=7.12\ \mathrm{cm^3/mol}$, and the deposit thickness is
\begin{equation}
h=\frac{j\tau}{nF}\,\frac{N_Aa^3}{2}=\frac{371.1\times7.12\times10^{-6}}{2\times96485}\ \mathrm m=13.7\ \mathrm{nm}.
\end{equation}

Other currents, with the same layer and bath, give:
\begin{center}
\begin{tabular}{cccc}
$j/j_L$ & full series (s) & logarithm (s) & Sand (s)\\
1.001 & 9.696 & 9.696 & 2.799\\
1.01 & 6.376 & 6.376 & 2.750\\
1.2 & 2.290 & 2.290 & 1.948\\
2 & 0.703 & 0.699 & 0.701\\
3 & 0.312 & 0.283 & 0.312
\end{tabular}
\end{center}
Reducing the excess over $j_L$ tenfold, from 1\% to 0.1\%, adds just 3.32 s. This is $1.447\ \mathrm s\times\ln(1001/101)$, as \eqref{main} requires. The logarithm remains good up to about twice the limiting current because its correction carries the eighth power of $z$; at $3j_L$ it is 9\% low.

\section*{(g) What a real bath changes}

\textit{Estimate the effects of migration, hydrogen evolution and the idealized layer on the 2.29 s found above. The bath also contains 2.00 mol/L $\mathrm{Na^+}$ and 2.10 mol/L $\mathrm{Cl^-}$, and its pH is 3.5.}

\medskip
\noindent\textbf{Solution.} \textit{Migration.} Let $\phi$ be the potential in units of $RT/F$ ($R$ the gas constant, $T$ the temperature), zero in the bulk. In the steady state $\mathrm{Na^+}$ and $\mathrm{Cl^-}$ do not flow, so in an ideal solution their concentrations are $c_Ne^{-\phi}$ and $c_Ce^{\phi}$, where $c_N$ and $c_C$ are the bulk values. Neutrality gives $2c=c_Ce^\phi-c_Ne^{-\phi}$ for iron. Its flux towards the cathode is $N=D(c_x+2c\,\phi_x)$. Integrated across the layer with an empty surface at potential $\phi_0$,
\begin{align}
\frac{N\delta}{D}&=c_b+\int_{\phi_0}^0(c_Ce^\phi-c_Ne^{-\phi})\,d\phi\nonumber\\
&=c_b+c_C(1-e^{\phi_0})+c_N(1-e^{-\phi_0}).
\end{align}
The empty surface requires $c_Ce^{\phi_0}=c_Ne^{-\phi_0}$, and both then equal $\sqrt{c_Cc_N}$. Hence
\begin{equation}
\frac{N\delta}{D}=c_b+\left(\sqrt{c_C}-\sqrt{c_N}\right)^2 .
\end{equation}
With $2100$ and $2000\ \mathrm{mol/m^3}$ the last term is 1.22, which raises the limiting current by 2.44\%. Inserting the raised limit into the ideal law, an estimate rather than a transient solution with migration, gives 2.48 s. The transient depends on the salt diffusivities: a time-dependent three-ion solution gives 2.46 s with $1.33\times10^{-5}$ and $2.03\times10^{-5}\ \mathrm{cm^2/s}$ for $\mathrm{Na^+}$ and $\mathrm{Cl^-}$, and 2.51 s if all three diffusivities are equal.

\textit{Hydrogen.} Suppose the total current is held at $1.2j_L$ and hydrogen ions are reduced at their own steady diffusion limit through the same layer. With diffusivity $9.3\times10^{-5}\ \mathrm{cm^2/s}$ they take $0.57\ \mathrm{mA/cm^2}$. The smaller iron current gives 2.58 s, and together with migration 2.82 s, 23\% above the ideal value. The common layer overstates this loss. If the liquid flows towards the cathode with speed proportional to $x^2$, the effective layer thickness varies as $D^{1/3}$ and is 2.4 times larger for hydrogen ions than for iron. They then take only $0.24\ \mathrm{mA/cm^2}$, and the two estimates become 2.40 s and 2.61 s. These keep the stagnant layer for iron; if iron too is treated in the flow model described below, the same estimates are 2.73 s and 2.98 s. If less than $1/1.2=83.3\%$ of the total current reduced iron, the ideal model would predict no depletion at all.

\textit{The layer.} At fixed current, a layer 10\% thinner gives 2.81 s and one 10\% thicker 2.11 s. A thinner layer has a higher $j_L$, which brings the current closer to the limit; this outweighs the shorter diffusion time. A sharp boundary between still and stirred liquid is itself an idealization. If liquid instead flows towards the cathode with speed proportional to $x^2$, at a strength that keeps $j_L$ the same, a numerical solution gives 2.59 s. The slowest decay time, and with it the prefactor of the logarithm, rises from 1.447 s to 1.735 s. The logarithmic form survives because a slowest exponential mode still governs the approach to the steady state.

\textit{Small effects.} Charging a double layer of $20\ \mu\mathrm{F/cm^2}$ through 0.5 V takes 0.027\% of the charge, and the deposit is $2.7\times10^{-4}$ of the layer thickness. Direct reduction of water, which can take a further share of the current as the cathode potential falls, has not been estimated; nor have ion pairing, hydroxide precipitation and ferric impurities.

\textit{Reading the result.} The estimates above lie between two and three seconds, but they keep $D$ fixed. At the same current and layer thickness, a diffusivity 10\% lower gives 1.89 s and one 15\% higher gives 3.74 s; at 20\% higher, $j_L$ equals the applied current and the surface never empties in this model. If the layer instead thickens as $D^{1/3}$, as in the flow above, $j_L$ grows only as $D^{2/3}$; the three times are then 1.93 s, 3.11 s and 3.57 s, and the surface does empty in the last case. Further digits describe the model, not a real bath. Effects can also combine: a layer 10\% thinner, together with migration and hydrogen evolution, would take the time beyond three seconds, since each of the three brings the iron current closer to its limit. The iron concentration is far below that of ordinary iron baths, which is roughly 1 mol/L or more. Diffusion alone, with the same $D$ and $\delta$, would raise $j_L$ in proportion. But a large excess of supporting salt is hard to provide there, so migration raises the limit further and cannot be treated as a small correction. Steady plating is normally run below $j_L$, where this model predicts no depletion. The time $\tau$ is of use for current pulses above $j_L$: a pulse should end before $\tau$, with a margin for the uncertainties above, and the layer must have recovered its bulk concentration beforehand. Recovery can take longer than the pulse: in the ideal model, after 2 s at $1.2j_L$, the surface is back to 95\% of the bulk value after 4 s of rest and to 99\% after about 6 s. Close to the limit even that guidance weakens. At $1.2j_L$, equation \eqref{sens} gives a change of about $-72$ ms for a 1\% increase in current; at $1.01j_L$, a 1\% drift in $j_L$ decides whether the surface empties at all. The numerical output lists the inputs and the main values.

\section*{Calculated quantities}
\begin{verbatim}
INPUTS (rough typical values)
Faraday constant: 96485.33 C/mol; electrons per ion: 2
Fe2+ diffusivity: 7.0e-06 cm2/s
Fe2+ bulk concentration: 0.050 mol/L
layer thickness: 50 um
Na+ and Cl-: 2.00 and 2.10 mol/L
pH: 3.5; H+ diffusivity: 9.3e-05 cm2/s
bcc iron cell edge: 0.287 nm
MAIN RESULTS
limiting current density: 13.51 mA/cm2 = 135.1 A/m2
applied metal current: 16.21 mA/cm2, ratio 1.2
diffusion time delta^2/D: 3.571 s
log prefactor 4 delta^2/(pi^2 D): 1.447 s
depletion time, full series: 2.2895 s = 2289.5 ms
depletion time, log formula: 2.2895 s
depletion time, Sand formula: 1.9479 s
charge to depletion: 37.11 mC/cm2
iron molar volume: 7.12 cm3/mol
deposit at depletion: 13.69 nm
change of time per +1% current: -72.4 ms
surface/bulk concentration at 0.5 s: 0.4934
surface/bulk concentration at 1.0 s: 0.2877
surface/bulk concentration at 2.0 s: 0.0443
TIMES: j/j_L, series (s), log (s), Sand (s)
 1.001    9.6961    9.6961    2.7994
 1.010    6.3761    6.3761    2.7497
 1.050    4.1028    4.1028    2.5442
 1.100    3.1668    3.1668    2.3182
 1.200    2.2895    2.2895    1.9479
 1.500    1.2863    1.2862    1.2467
 2.000    0.7026    0.6993    0.7012
 3.000    0.3117    0.2829    0.3117
CHECKS
largest surface-history difference: 7.8e-07
largest relative time difference: 2.2e-06
measured log slope: 0.405283; 4/pi^2: 0.405285
worst error of larger bound, ratio 1.001-10: 0.30 %
NEGLECTED EFFECTS at the example current
migration raises limiting current by: 2.44 %
time with migration (estimate): 2.478 s
hydrogen-ion current: 0.568 mA/cm2
time with hydrogen loss (estimate): 2.579 s
time with both (estimate): 2.822 s
metal share needed for depletion: 83.3 %
time, layer 10% thinner: 2.805 s
time, layer 10% thicker: 2.114 s
time, smooth convective layer: 2.595 s
its log prefactor: 1.735 s
double-layer capacitance: 20 uF/cm2; swing 0.5 V
charging share of charge: 0.027 %
deposit/layer thickness: 2.7e-04
\end{verbatim}
